\section*{Depolarisation by Finite Spectral Bandwidth in Ellipsometry of a Thick Film}

\section{A clean film that appears to depolarise}

A smooth oxide film on silicon is illuminated with fully polarised light. At any one wavelength the reflected light is fully polarised too, because a uniform isotropic film multiplies each field component by a definite complex number. Yet an ellipsometer with a monochromator of finite passband can report a degree of polarisation below one, and the deficit tends to be larger for thicker films. How large is it, and is it set by the wavelength derivative of the phase $\Delta$ alone?

Let the reflection coefficients for fields parallel and perpendicular to the plane of incidence be $r_p$ and $r_s$, with
\begin{equation}
\rho=\frac{r_p}{r_s}=\tan\Psi\,e^{i\Delta}.
\end{equation}
The time factor is $e^{+i\omega t}$, so an absorbing medium has index $n-ik$. The signs are such that $r_p=-r_s$ at normal incidence. The incident light is linearly polarised at $45^\circ$: its $p$ and $s$ fields are equal and in phase. Up to a common factor, the reflected Stokes parameters are
\begin{equation}
\begin{aligned}
S_0&=|r_p|^2+|r_s|^2, & S_1&=|r_p|^2-|r_s|^2,\\
S_2&=2\,\mathrm{Re}(r_pr_s^*), & S_3&=2\,\mathrm{Im}(r_pr_s^*).
\end{aligned}
\end{equation}
Insert $r_p=\rho r_s$ and divide by $S_0=|r_s|^2(1+\tan^2\Psi)$. The result is a unit vector, a point on the Poincar\'e sphere:
\begin{equation}
\mathbf s=(-\cos2\Psi,\ \sin2\Psi\cos\Delta,\ \sin2\Psi\sin\Delta).
\label{eq:s}
\end{equation}
The degree of polarisation is $P=\sqrt{S_1^2+S_2^2+S_3^2}/S_0$, and the loss will be measured by $D=1-P^2$. A rotating linear analyser alone cannot supply $P$: its signal $\tfrac12(S_0+S_1\cos2a+S_2\sin2a)$ at azimuth $a$ does not contain $S_3$. A retarder is needed as well.

\section{Simplest case: two wavelengths}

Suppose the detector receives two wavelengths a distance $a$ apart, with equal reflected intensities. Their interference oscillates at the difference frequency and averages out over the detection time, so Stokes parameters add. If the two unit vectors enclose an angle $\gamma$, their mean has length $\cos(\gamma/2)$, and
\begin{equation}
D=1-\cos^2\frac{\gamma}{2}=\sin^2\frac{\gamma}{2}.
\end{equation}
Equal states give no loss. Opposite states, $\gamma=\pi$, give unpolarised light although each part is fully polarised. For a small separation $\gamma\simeq Va$, where $V=|d\mathbf s/d\lambda|$ is the speed of the point on the sphere, and
\begin{equation}
D\simeq V^2\frac{a^2}{4}.
\end{equation}
Each wavelength lies $a/2$ from the centre, so $a^2/4$ is the variance of the two-line spectrum. This suggests $D\simeq V^2\sigma^2$ for a general passband.

\section{A continuous passband}

Let $w(u)$ be the normalised passband of the monochromator, with $u=\lambda-\lambda_0$, zero mean and variance $\sigma^2$. Let $I(\lambda)$ be the product of source spectrum, detector response and reflected intensity $S_0$. The detected light weights each state by
\begin{equation}
g=\frac{wI}{\int wI\,du},\qquad \int g\,du=1,
\end{equation}
and $P=|\langle\mathbf s\rangle|$, where the average is taken with $g$. Because $|\mathbf s|=|\mathbf s'|=1$,
\begin{equation}
\frac12\iint gg'|\mathbf s-\mathbf s'|^2du\,du'
=\iint gg'(1-\mathbf s\cdot\mathbf s')\,du\,du'
=1-|\langle\mathbf s\rangle|^2=D.
\label{eq:pair}
\end{equation}
Primes on $g$, $I$, $\mathbf s$ and $u$ in such double integrals mark the second wavelength. The identity involves no expansion. Intensity variations alone do not depolarise: if $\mathbf s$ is constant, $D=0$ whatever $I$ does.

For a narrow passband, write \eqref{eq:pair} as
\begin{equation}
D=\frac{\tfrac12\iint ww'K(u,u')\,du\,du'}{\left(\int wI\,du\right)^2},
\qquad K=II'|\mathbf s-\mathbf s'|^2 .
\end{equation}
If $I$ and $\mathbf s$ are smooth,
\begin{equation}
K=I_0^2V^2(u-u')^2+\text{terms of third and higher degree}.
\end{equation}
Since $u$ and $u'$ are independent with zero mean, $\tfrac12\langle(u-u')^2\rangle_w=\tfrac12(\sigma^2+\sigma^2)=\sigma^2$. The denominator is $I_0^2[1+O(\sigma^2)]$. Hence
\begin{equation}
D=V^2\sigma^2+\text{higher order}.
\label{eq:law}
\end{equation}
For a symmetric passband of fixed shape with a finite fourth moment, such as a triangle or a Gaussian, the next term is $O(\sigma^4)$; slowly falling wings spoil this, and wings decaying as $|u|^{-4}$ already give a term of order $\sigma^3$. A third-degree monomial $u^au'^b$ has one odd exponent, and its average over an even $w$ vanishes. The slope of $I$ therefore enters only at fourth order. An asymmetric passband generally leaves a term of order $\sigma^3$.

A triangular passband of full width at half maximum $B$ is $w=(1-|u|/B)/B$ for $|u|<B$, so
\begin{equation}
\sigma^2=\frac2B\int_0^B u^2\left(1-\frac uB\right)du
=2B^2\left(\frac13-\frac14\right)=\frac{B^2}{6}.
\end{equation}

There is also a bound for wide passbands. A chord of the sphere is no longer than the path joining its ends, so $|\mathbf s-\mathbf s'|\le V_{\max}|u-u'|$, where $V_{\max}$ is the largest speed within the passband. Equation \eqref{eq:pair} then gives $D\le V_{\max}^2\sigma_g^2$, with $\sigma_g^2$ the variance of the detected weight $g$.

\section{How $\Psi$ and $\Delta$ share the loss}

From here on, primes on $\Psi$, $\Delta$, $\delta$ and $n$ mean $d/d\lambda$. Differentiating \eqref{eq:s},
\begin{equation}
\frac{d\mathbf s}{d\lambda}
=2\Psi'\begin{pmatrix}\sin2\Psi\\ \cos2\Psi\cos\Delta\\ \cos2\Psi\sin\Delta\end{pmatrix}
+\Delta'\sin2\Psi\begin{pmatrix}0\\-\sin\Delta\\ \cos\Delta\end{pmatrix}.
\end{equation}
The two column vectors have unit length and are orthogonal, so the squares add without a cross term:
\begin{equation}
\boxed{\,1-P^2\simeq\sigma^2\left[\sin^2(2\Psi)\,\Delta'^2+4\Psi'^2\right]\,}
\label{eq:main}
\end{equation}
The law suggested by the opening question, squared bandwidth times squared derivative of $\Delta$, is the first term, with the factor $\sin^22\Psi$. It is the whole leading loss where $\Psi'=0$. Elsewhere the second term must be kept. Since $P=\sqrt{1-D}=1-D/2-\dots$, the deficit $1-P$ is half of \eqref{eq:main} at leading order.

A solvable limit checks the first term. Take $\Psi=45^\circ$, constant $I$, $\Delta=\Delta_0+\Delta'u$ and a Gaussian passband. The average of $e^{i\Delta}$ has modulus $e^{-\sigma^2\Delta'^2/2}$, so
\begin{equation}
D=1-e^{-\sigma^2\Delta'^2}=\sigma^2\Delta'^2-\tfrac12\sigma^4\Delta'^4+\dots
\end{equation}
This agrees with \eqref{eq:main}, has its first correction at fourth order, and saturates at one where the leading term would grow without limit.

The two terms combine into one complex derivative. From $\ln\rho=\ln\tan\Psi+i\Delta$,
\begin{equation}
\frac{d\ln\rho}{d\lambda}=\frac{2\Psi'}{\sin2\Psi}+i\Delta',
\qquad V=\sin2\Psi\left|\frac{d\ln\rho}{d\lambda}\right|.
\label{eq:V}
\end{equation}

\section{Why thickness matters}

For a transparent film of thickness $d$ and index $n$ in air, at angle of incidence $\phi$, put
\begin{equation}
q=\sqrt{n^2-\sin^2\phi},\qquad \delta=\frac{4\pi dq}{\lambda},\qquad X=e^{-i\delta}.
\end{equation}
Here $\delta$ is the round-trip phase. With interface coefficients $r_{01}$ (air to film) and $r_{12}$ (film to substrate), summing the multiple reflections gives, for each polarisation,
\begin{equation}
r=\frac{r_{01}+r_{12}X}{1+r_{01}r_{12}X}.
\end{equation}
The quotient rule gives
\begin{equation}
\frac{dr}{dX}=\frac{r_{12}(1+r_{01}r_{12}X)-r_{01}r_{12}(r_{01}+r_{12}X)}{(1+r_{01}r_{12}X)^2}
=\frac{r_{12}(1-r_{01}^2)}{(1+r_{01}r_{12}X)^2}.
\end{equation}
Using $dX/d\delta=-iX$ and dividing by $r$,
\begin{equation}
A\equiv\frac{d\ln r}{d\delta}=\frac{-i\,r_{12}(1-r_{01}^2)X}{(r_{01}+r_{12}X)(1+r_{01}r_{12}X)}.
\end{equation}
The phase depends on wavelength directly and through $q$. Since $dq/d\lambda=nn'/q$,
\begin{equation}
\delta'=-\frac{\delta}{\lambda}\left(1-\frac{\lambda nn'}{q^2}\right).
\end{equation}
Normal dispersion, $n'<0$, increases $|\delta'|$. Apart from the slow change of the interface coefficients with wavelength,
\begin{equation}
\frac{d\ln\rho}{d\lambda}\simeq(A_p-A_s)\,\delta',\qquad
D\simeq\sigma^2\sin^2(2\Psi)\,|A_p-A_s|^2\,\delta'^2 .
\end{equation}
Adding whole periods $\lambda/(2q)$ to the thickness, at fixed wavelength and angle, leaves $X$, $A_p$, $A_s$ and $\Psi$ unchanged but increases $\delta'$ in proportion to $d$. The leading loss then grows as $d^2$.

The same formula locates points where the $\Delta$ term stands alone. If the interface coefficients are real, reflecting $\delta$ about a multiple of $\pi$ replaces $X$ by $X^*$, and hence $\rho$ by $\rho^*$. Thus $\Psi$ is even about that phase and stationary there. Weak substrate absorption and interface dispersion shift the point slightly. At some angles of incidence $\Psi$ has further stationary points between these phases; in the example below it has none.

\section{A 2000 nm oxide on silicon}

Take $d=2000$ nm, $\phi=65^\circ$ and a triangular passband with $B=2.0$ nm, so $\sigma^2=4/6=0.667\ \mathrm{nm^2}$. The oxide index is $1.45+(3500\ \mathrm{nm^2})/\lambda^2$ and the silicon index is $3.88-0.02i$. These are rough typical values for red light. Within one fringe:
\begin{center}
\begin{tabular}{lccc}
 & $\Psi$ maximum & $\Delta$ stationary & $\Psi$ minimum\\
$\lambda$ (nm) & 610.12 & 622.55 & 652.86\\
$\delta/\pi$ & 14.999 & 14.693 & 13.998\\
$\sin2\Psi$ & 0.4072 & 0.9809 & 0.5805\\
$\Psi'$ (rad/nm) & 0 & $-0.0305$ & 0\\
$\Delta'$ (rad/nm) & $-0.5374$ & 0 & 0.0819\\
$D$, formula (\%) & 3.19 & 0.249 & 0.151\\
$D$, direct sum (\%) & 3.13 & 0.250 & 0.150
\end{tabular}
\end{center}
The direct sum adds Stokes parameters over the passband, using fields from a characteristic-matrix calculation. At the first wavelength
\begin{equation}
V=0.4072\times0.5374=0.2188\ \mathrm{rad/nm},\qquad
D\simeq0.667\times0.2188^2=0.0319 .
\end{equation}
At the second, $V=2\times0.0305=0.061$ rad/nm and $D\simeq0.0025$. The $\Delta$ term is zero there, yet the loss is larger than at the $\Psi$ minimum, where only $\Delta'$ contributes. A formula without $\Psi'$ would miss it entirely. The existence of this point follows from the table: $\Delta'$ has opposite signs at the outer two wavelengths, so it must pass through zero between them.

At the $\Psi$ maximum, widening the passband shows where the leading law fails:
\begin{center}
\begin{tabular}{ccc}
$B$ (nm) & formula (\%) & direct sum (\%)\\
1 & 0.798 & 0.794\\
4 & 12.8 & 11.8\\
8 & 51.1 & 37.9\\
16 & 204 & 80.6
\end{tabular}
\end{center}
Relative to the direct sum, the formula is 2.1\% high at 2 nm and about 8.5\% high at 4 nm. The roughly fourfold growth on doubling $B$ is what a fourth-order correction requires. At 16 nm the formula exceeds 100\% and has no meaning, although the full width at half maximum is still only a fifth of the local fringe period $2\pi/|\delta'|=79.7$ nm. A small ratio of bandwidth to fringe period is therefore not enough; the state must also turn through only a small angle on the sphere.

The thickness law can be tested at the same wavelength by adding ten periods, which gives $d=4666.9$ nm. With $B=0.2$ nm in both cases, the direct losses have the ratio 5.440, against a squared thickness ratio of 5.445. The shortfall of 0.09\% is explained by the next order. Its relative size scales as $(\delta'\sigma)^2$, so the 2.1\% found at 2 nm becomes 0.02\% for the thin film and $5.44\times0.02\%\simeq0.11\%$ for the thick one.

\section{Choosing and calibrating the bandwidth}

For an allowed loss $D$ and a triangular passband, \eqref{eq:law} gives
\begin{equation}
B=\frac{\sqrt{6D}}{V_{\max}},
\end{equation}
where $V_{\max}$ is now the largest speed in the spectral range to be measured. Between 600 and 690 nm it occurs at 610.0 nm, close to the $\Psi$ maximum. For $D=0.01$,
\begin{equation}
B=\frac{0.245}{0.219\ \mathrm{nm^{-1}}}=1.12\ \mathrm{nm}.
\end{equation}
The direct loss at this width is just under 1\%. The rule holds for small $D$; the value 1.12 nm belongs to this film, angle, range and input polarisation.

Using depolarisation in reverse, to calibrate $B$, requires care because other spreads imitate bandwidth. Let $\mathbf s$ depend on several small independent deviations $x_j$ with variances $\sigma_j^2$. In the pair average, cross terms between different $x_j$ vanish, leaving
\begin{equation}
D\simeq\sum_j\sigma_j^2\left|\frac{\partial\mathbf s}{\partial x_j}\right|^2 .
\end{equation}
For thickness, $\partial\delta/\partial d=\delta/d=14.999\pi/2000=0.02356$ rad/nm, whereas $|\delta'|=2\pi/79.7=0.0788$ rad/nm. A thickness spread of 1 nm thus acts like a wavelength spread of $0.02356/0.0788=0.30$ nm and adds $(0.30\times0.2188)^2\simeq0.43\%$. An rms angular spread of $0.1^\circ$ in the plane of incidence adds 0.45\%. With the bandwidth term of 3.19\%, the leading sum is 4.07\%; direct averaging over all three spreads gives 3.96\%. If that 3.96\% were blamed on bandwidth alone, the leading law would give a width of $\sqrt{6\times0.0396}/0.2188=2.23$ nm instead of 2.0 nm.

Bandwidth also shifts the apparent angles. With the slope of $I$ included, the mean of $u$ under $g$ is $\sigma^2I'/I$ to leading order, so
\begin{equation}
\langle\mathbf s\rangle\simeq\mathbf s_0+\sigma^2\left(\frac{I'}{I}\frac{d\mathbf s}{d\lambda}+\frac12\frac{d^2\mathbf s}{d\lambda^2}\right),
\end{equation}
where $I'=dI/d\lambda$. This too is of second order in bandwidth. At 622.55 nm the 2 nm passband moves $\Delta$ by $0.084^\circ$ and $\Psi$ by $0.0003^\circ$, if both angles are read from the direction of $\langle\mathbf s\rangle$ and the source and detector are spectrally flat. The small shift of $\Psi$ is a near cancellation: the curvature term alone gives $0.061^\circ$, and the slope of the reflected intensity removes almost all of it. A source slope of 1\% per nm would add about $0.667\times0.01\times0.0305\ \mathrm{rad}\simeq0.012^\circ$ in magnitude. Reading $\Psi$ from $S_1/S_0$ alone would add an error, because the mean vector is also shortened. A film model fitted to such data should therefore average the Stokes parameters over the passband, rather than merely correct $P$.

Set beside a real thermal oxide on a silicon wafer, the model has plausible optical constants, and a passband of a few nanometres is a realistic instrument setting. The assumptions most open to doubt here are uniform thickness and a collimated beam; the chosen spreads of 1 nm and $0.1^\circ$ show their weight. Three other simplifications matter less at the $\Psi$ maximum. A silicon index slope of $-0.002\ \mathrm{nm^{-1}}$ changes the loss by 0.009\% of its value, and a source slope of 1\% per nm by less than 0.01\%. Light returning from the back of a 500 $\mu$m wafer is negligible, since the absorption depth is 2.4 $\mu$m. On a transparent substrate that light could matter and would have to be added. Roughness, scattering, stray light and angular spread out of the plane of incidence are not included. The values used here are collected in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Film thickness: 2000 nm
Angle of incidence: 65 deg
Passband FWHM: 2.0 nm; sigma: 0.8165 nm
Oxide Cauchy A: 1.45; B: 3500 nm^2
Oxide index at Psi max: 1.4594
Silicon n: 3.88; k: 0.02
Fringe period at Psi max: 79.7 nm
[Psi max] wavelength: 610.12 nm
  film phase / pi: 14.999
  Psi: 77.98 deg; Delta: 179.95 deg
  Psi': 0.00000 rad/nm; Delta': -0.53737 rad/nm
  sin(2Psi): 0.4072; speed V: 0.21883 rad/nm
  1-P^2, Delta term only: 3.1925 %
  1-P^2, full formula: 3.1925 %
  1-P^2, direct sum: 3.1270 %
[Delta flat] wavelength: 622.55 nm
  film phase / pi: 14.693
  Psi: 39.39 deg; Delta: 97.65 deg
  Psi': -0.03054 rad/nm; Delta': -0.00000 rad/nm
  sin(2Psi): 0.9809; speed V: 0.06107 rad/nm
  1-P^2, Delta term only: 0.0000 %
  1-P^2, full formula: 0.2486 %
  1-P^2, direct sum: 0.2496 %
[Psi min] wavelength: 652.86 nm
  film phase / pi: 13.998
  Psi: 17.74 deg; Delta: 179.94 deg
  Psi': -0.00000 rad/nm; Delta': 0.08188 rad/nm
  sin(2Psi): 0.5805; speed V: 0.04753 rad/nm
  1-P^2, Delta term only: 0.1506 %
  1-P^2, full formula: 0.1506 %
  1-P^2, direct sum: 0.1504 %
At Psi max, 1-P^2 by formula and by direct sum:
  FWHM 1 nm: 0.798 %, 0.794 %
  FWHM 4 nm: 12.770 %, 11.775 %
  FWHM 8 nm: 51.080 %, 37.881 %
  FWHM 16 nm: 204.320 %, 80.605 %
Thickness test, thicker film: 4666.9 nm
  loss ratio: 5.4398; thickness ratio^2: 5.4449
Most sensitive wavelength, 600-690 nm: 610.01 nm
FWHM allowed for 1 % loss: 1.119 nm
  direct loss at that FWHM: 0.9935 %
Neglected effects at Psi max, 2 nm passband:
  higher orders / direct loss: -2.094 %
  silicon slope -0.002 /nm, loss change: -0.0091 %
  source slope 1 %/nm, loss change: -0.0052 %
  largest interface-dispersion share: 0.069 %
  thickness rms 1.0 nm, added 1-P^2: 0.4275 %
  angle rms 0.1 deg, added 1-P^2: 0.4508 %
  sum of three: 4.0708 %; joint direct: 3.9624 %
  silicon absorption depth: 2.43 um
  log10 back-surface light, 500 um wafer: -179
At Delta flat, Psi shift: 0.0003 deg; Delta shift: 0.0845 deg
\end{verbatim}
